# Real Orbitals at Gamma: Spin-Orbit Coupling and Vector Potentials

Orbitals at the Gamma point can be chosen real when the Hamiltonian commutes with complex conjugation. The wavevector $k=0$ does not ensure this by itself. Spin-orbit coupling generally leaves only time reversal $T$, with $T^2=-1$, which gives degenerate pairs and a quaternion matrix instead of real spinors. A vector potential generally removes this symmetry too. If the Hamiltonian does not commute with complex conjugation, a program that imposes reality solves a different Hamiltonian, as the following model shows.

## A counter-example

Hartree atomic units are used, with electron charge $-1$ and $\mathbf p=-i\nabla$. The cell is a cube of side 10 bohr, so $b=2\pi/10=0.628$ bohr$^{-1}$. The potential, in hartree, is

$$V=-0.20\cos bx-0.18\cos by-0.16\cos bz+0.02\cos b(x-y)+0.03\sin b(x+y+z).$$

The sine term removes inversion symmetry. With Pauli matrices $\boldsymbol\sigma$, the Hamiltonian is

$$H=\tfrac12p^2+V+\lambda\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p),\qquad \lambda=0.5\ \text{bohr}^2 .$$

This is a model, not a particular material. The coupling is deliberately strong, far above the Pauli value $1/4c^2\approx1.3\times10^{-5}$, so the sizes of the errors below belong to this model only. Its levels are those of a basis of 81 plane waves per spin. With 257 plane waves the spin-orbit and vector-potential levels quoted below fall by up to 0.4 millihartree and the pair reality $s$ defined later changes by about 0.001, while the 0.53 eV error is unchanged.

To find the matrix elements, write $V=\sum_{\mathbf g}V(\mathbf g)e^{i\mathbf g\cdot\mathbf r}$. The gradient brings down $i\mathbf g$, and $\mathbf p$ acting on $e^{i\mathbf G'\cdot\mathbf r}$ gives $\mathbf G'$. Only $\mathbf g=\mathbf G-\mathbf G'$ contributes, and $\mathbf G'\times\mathbf G'=0$, so the coupling is

$$i\lambda V(\mathbf G-\mathbf G')\,\boldsymbol\sigma\cdot[(\mathbf G-\mathbf G')\times\mathbf G']
=i\lambda V(\mathbf G-\mathbf G')\,\boldsymbol\sigma\cdot(\mathbf G\times\mathbf G').$$

Now impose the usual Gamma-point condition $c(-\mathbf G)=c(\mathbf G)^*$ on both spin components. Let $K$ denote complex conjugation. For real spinors $\phi,\chi$, we have $K\chi=\chi$ and therefore

$$\langle\phi|KHK|\chi\rangle=\langle\phi|K(H\chi)\rangle=\langle\phi|H|\chi\rangle^* .$$

A variational calculation with real spinors uses the real part of the matrix, since the imaginary part is antisymmetric and cancels from every expectation value. It therefore diagonalizes

$$\bar H=\tfrac12(H+KHK).$$

Conjugation reverses $\mathbf p$ and $\sigma_y$, but leaves $V,\sigma_x,\sigma_z$ unchanged. The terms $\sigma_x(\nabla V\times\mathbf p)_x$ and $\sigma_z(\nabla V\times\mathbf p)_z$ change sign and cancel in $\bar H$. The $\sigma_y$ term changes sign twice and survives. Imposed reality thus discards two of the three spin-orbit components.

The lowest four levels, in hartree, are as follows. Each level in the last two columns is a degenerate pair.

| Level | No coupling | Full $H$ | Forced real |
|---|---:|---:|---:|
| 1 | −0.18737 | −0.18740 | −0.18738 |
| 2 | 0.05028 | 0.01625 | 0.03576 |
| 3 | 0.05199 | 0.06688 | 0.05416 |
| 4 | 0.06852 | 0.08065 | 0.07854 |

For level 2 the error relative to the full Hamiltonian in the same basis is $0.03576-0.01625=0.01951$ hartree, or 0.53 eV. The lowest level is hardly affected, and the forced spectrum still consists of perfect pairs because $\bar H$ is itself invariant under time reversal. Neither the lowest level nor the degeneracy pattern reveals the fault.

## The correct statement

For a periodic cell at Gamma:

1. If a scalar $H$ satisfies $KHK=H$, its eigenfunctions can all be chosen real. For $H=p^2/2+V$ this requires real $V$; a nonlocal part must also commute with $K$.
2. If a spin-orbit Hamiltonian is invariant under $T=-i\sigma_yK$, its levels come in Kramers pairs. All its eigenspinors can be chosen real in one fixed spin frame if and only if some spin component $\mathbf n\cdot\boldsymbol\sigma$ is conserved.
3. A vector potential generally breaks both $K$ and $T$. A modified symmetry may survive: for a periodic pure gauge, $K$ or $T$ combined with a position-dependent phase, and in other cases $K$ combined with a spatial operation.

## Proof for scalar orbitals

Let $H\psi=E\psi$ and $KHK=H$. Then $HK\psi=KH\psi=EK\psi$, since $E$ is real. Because $K^2=1$, both

$$\psi+K\psi\quad\text{and}\quad i(\psi-K\psi)$$

are unchanged by $K$. They are real eigenfunctions, unless one of them vanishes, and together they span $\psi$. In a degenerate level, the real functions obtained this way span the whole level. Their overlaps are real, so orthogonalization keeps them real.

Conjugating $\sum_{\mathbf G}c(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ shows that reality means $c(-\mathbf G)=c(\mathbf G)^*$. Here 41 of the 81 coefficients suffice: 40 from the $\pm\mathbf G$ pairs and one at $\mathbf G=0$. Two real orbitals can also share one Fourier transform, as the real and imaginary parts of $\psi_1+i\psi_2$.

A measure of reality that does not depend on the overall phase is

$$R=\frac{\left|\int\psi^2\,d^3r\right|}{\int|\psi|^2\,d^3r}.$$

By the triangle inequality $R\le1$. Equality requires $\psi^2$ to have a constant phase, which makes $\psi$ a real function times a constant phase. For normalized coefficients, integration leaves only opposite wavevectors, so $R=|\sum_{\mathbf G}c(\mathbf G)c(-\mathbf G)|$. The four lowest scalar levels give $R=1$.

At general $\mathbf k$, conjugation sends a Bloch function to $-\mathbf k$. The argument therefore also works where $-\mathbf k$ and $\mathbf k$ differ by a reciprocal-lattice vector. There the full Bloch function can be real, though its periodic part need not be. The test at $(b/2,0,0)$ also gives $R=1$.

## What time reversal gives with spin

On a spinor with components $u,d$,

$$T\begin{pmatrix}u\\d\end{pmatrix}=\begin{pmatrix}-d^*\\u^*\end{pmatrix},\qquad
T^2\begin{pmatrix}u\\d\end{pmatrix}=-\begin{pmatrix}u\\d\end{pmatrix}.$$

$T$ reverses both $\mathbf p$ and every component of $\boldsymbol\sigma$, so it preserves the full spin-orbit term. If $\psi$ is an eigenspinor, $T\psi$ has the same energy. The two are orthogonal:

$$\langle\psi|T\psi\rangle=\int(-u^*d^*+d^*u^*)\,d^3r=0.$$

This is the Kramers pair. The scalar construction fails with $T$ in place of $K$: $T\phi=\phi$ would imply $T^2\phi=\phi$, contradicting $T^2=-1$. At general $\mathbf k$ the partner lies at $-\mathbf k$, and without inversion symmetry two levels at the same $\mathbf k$ may split. At $(0.2b,0.1b,0)$, with the same kinetic-energy cutoff on $\mathbf k+\mathbf G$, the largest splitting among the lowest four pairs is 6.9 millihartree.

### The quaternion matrix

Take the basis $f_j=|\mathbf G_j\uparrow\rangle$ and $Tf_j=|-\mathbf G_j\downarrow\rangle$. Define $a_{ij}=\langle f_i|H|f_j\rangle$ and $b_{ij}=\langle f_i|H|Tf_j\rangle$. Since $T$ is antiunitary, $\langle Tx|Ty\rangle=\langle y|x\rangle$. Using $HT=TH$,

$$\langle Tf_i|H|Tf_j\rangle=\langle Tf_i|T(Hf_j)\rangle=\langle Hf_j|f_i\rangle=a_{ji}=a_{ij}^* .$$

For the other block, insert $f_i=-T(Tf_i)$:

$$b_{ij}=-\langle T(Tf_i)|T(Hf_j)\rangle=-\langle Hf_j|Tf_i\rangle=-b_{ji}.$$

The lower-left block is $b^\dagger=-b^*$, so

$$H=\begin{pmatrix}a&b\\-b^*&a^*\end{pmatrix},\qquad a^\dagger=a,\quad b^T=-b.$$

For each $i,j$, the corresponding $2\times2$ block is

$$\operatorname{Re}a_{ij}\,\mathbf 1+i\sigma_z\operatorname{Im}a_{ij}+i\sigma_y\operatorname{Re}b_{ij}+i\sigma_x\operatorname{Im}b_{ij}.$$

The three matrices $i\sigma_x,i\sigma_y,i\sigma_z$ square to $-1$ and anticommute, so each block is a quaternion with four real components.

A saving remains, but of another kind. A pair needs 162 stored complex numbers instead of 324, because $T$ supplies the second spinor. The partners have equal densities and opposite spin densities.

The matrix problem can also be halved. For any $v$, antiunitarity and $T^2=-1$ give

$$\langle Tv|H^nv\rangle=\langle TH^nv|T^2v\rangle=-\langle H^nTv|v\rangle=-\langle Tv|H^nv\rangle=0.$$

The last rearrangement uses $H^\dagger=H$. Lanczos vectors are real polynomials in $H$ acting on $v$, so they never couple to their time-reversed partners. With distinct pair energies and a starting vector that overlaps every pair, an $81\times81$ real tridiagonal matrix contains each pair energy once, instead of the original $162\times162$ problem. This holds in exact arithmetic. In floating point, rounding feeds the partners back into the recursion, so each new vector must be orthogonalized against all earlier vectors and against their time-reversed partners. With that step, 81 iterations reproduce the 81 pair energies to about $10^{-15}$ hartree. Without the partners in the projection, the 81 eigenvalues no longer match the pair energies.

### When spinors can still be real

A spinor $\phi$ is real in a frame reached by the spin rotation $u$ if $K(u\phi)=u\phi$. Equivalently $\Theta\phi=\phi$, with $\Theta=u^\dagger Ku=u^\dagger u^*K$. For a spin rotation of unit determinant, $u^*=\sigma_yu\sigma_y$. Defining $\mathbf n\cdot\boldsymbol\sigma=u^\dagger\sigma_yu$ and using $\sigma_yK=iT$,

$$\Theta=u^\dagger\sigma_yu\,\sigma_yK=i(\mathbf n\cdot\boldsymbol\sigma)T,\qquad \Theta^2=u^\dagger K^2u=1.$$

If all eigenspinors can be chosen real in this frame, $H$ and $\Theta$ commute on that basis and hence everywhere. Conversely, if they commute, the scalar proof applies with $\Theta$ in place of $K$. Since $H$ already commutes with $T$, it commutes with $\Theta$ if and only if it commutes with $\mathbf n\cdot\boldsymbol\sigma$. This proves the second statement.

The same relation measures how real one pair can be made. For normalized $\phi$ in the pair,

$$\left|\int(u\phi)^T(u\phi)\,d^3r\right|=|\langle\Theta\phi|\phi\rangle|=|\langle T\phi|\mathbf n\cdot\boldsymbol\sigma|\phi\rangle|.$$

This is an off-diagonal element of $\mathbf n\cdot\boldsymbol\sigma$ projected on the pair. The projected matrix is traceless, because $T$ reverses spin, and has eigenvalues $\pm\mu(\mathbf n)$. Its off-diagonal element is at most $|\mu|$, reached by an equal mixture of its eigenvectors. The largest attainable reality is therefore $s=\max_{\mathbf n}|\mu(\mathbf n)|$.

For the four lowest pairs, $s=1.0000,\ 0.5437,\ 0.9910,\ 0.7875$. The first value is 1 to the printed accuracy; it does not imply a conserved spin for the whole Hamiltonian. The second pair cannot be made real in any fixed spin frame, and a direct search over frames and mixtures gives the same 0.544.

A strictly two-dimensional model, with no dependence on $z$ in either $V$ or the orbitals, is different. If all $\mathbf G$ lie in the $xy$ plane, $\mathbf G\times\mathbf G'$ points along $z$, so only $\sigma_z$ appears and is conserved. The planar test gives $s=1$ despite nonzero spin-orbit coupling. This does not carry over to a real layer or interface. Orbitals confined along $z$ contain $G_z\neq0$, so the $\sigma_x$ and $\sigma_y$ terms return. A mirror plane conserves only $\sigma_z$ combined with $z\to-z$, not $\sigma_z$ alone, and a Rashba term does not conserve $\sigma_z$ even for motion in a plane. In these cases $s$ is generally below 1.

## What a vector potential changes

For charge $-1$, replace $\mathbf p$ by $\mathbf p+\mathbf A$. In the scalar case $K$ reverses $\mathbf p$ but not the real field $\mathbf A$:

$$K\tfrac12(\mathbf p+\mathbf A)^2K=\tfrac12(\mathbf p-\mathbf A)^2.$$

Imposing real orbitals averages the two signs:

$$\tfrac14\left[(\mathbf p+\mathbf A)^2+(\mathbf p-\mathbf A)^2\right]=\tfrac12p^2+\tfrac12A^2.$$

The linear term $\frac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)$ is lost. Take $\mathbf A=0.1(\sin by,\sin bz,\sin bx)$, a deliberately strong periodic field with zero net flux. The lowest scalar level is $-0.1830$ hartree, against $-0.1810$ with forced reality. For the second level the values are 0.0254 and 0.0582, an error of 0.0328 hartree relative to the correct Hamiltonian. That level has $R=0.08$, far from a real orbital.

With spin, $\mathbf p+\mathbf A$ also enters the spin-orbit term, and the magnetic field $\mathbf B=\nabla\times\mathbf A$ adds $\frac12\boldsymbol\sigma\cdot\mathbf B$. $T$ reverses $\mathbf p$ and $\boldsymbol\sigma$ but not the given fields, so every term linear in $\mathbf A$ or $\mathbf B$, namely $\frac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)$, $\lambda\boldsymbol\sigma\cdot(\nabla V\times\mathbf A)$ and $\frac12\boldsymbol\sigma\cdot\mathbf B$, changes sign, and Kramers degeneracy is no longer protected. The lowest pair splits by 70 millihartree.

A nonzero $\mathbf A$ need not be a magnetic field. If $\mathbf A=\nabla\chi$ with periodic $\chi$, the product rule gives

$$(\mathbf p+\nabla\chi)e^{-i\chi}u=e^{-i\chi}\mathbf pu.$$

Thus $\psi=e^{-i\chi}u$, where $u$ solves the field-free problem and can be real. $K$ itself is still broken; the surviving symmetry is $e^{-i\chi}Ke^{i\chi}=e^{-2i\chi}K$. For $\chi=0.3\sin bx$, in a larger basis of 257 plane waves, the lowest orbital has $R=0.927$; removing the position-dependent phase restores 1.

A uniform $\mathbf A$ at Gamma instead acts as a shift of $\mathbf k$, since $\mathbf G$ becomes $\mathbf G+\mathbf A$. If $V(-\mathbf r)=V(\mathbf r)$ and $\mathbf A(-\mathbf r)=\mathbf A(\mathbf r)$, inversion combined with $K$ preserves the scalar Hamiltonian: each operation reverses $\mathbf p$, so together they restore it. The combination sends $\psi(\mathbf r)$ to $\psi^*(-\mathbf r)$, and hence $c(\mathbf G)$ to $c(\mathbf G)^*$. It squares to $+1$, so the coefficients can be real. This is not the condition $c(-\mathbf G)=c(\mathbf G)^*$. With the sine term removed from $V$ and $\mathbf A=(0.126,0,0)$, the four lowest levels have real coefficients up to a phase, yet the smallest orbital reality among them is $R=0.41$. Real arithmetic is then allowed for the matrix, while storing half the plane waves by the usual Gamma-point rule is not.

## Table of computed values

```
Cell side: 10.0 bohr; b = 0.62832 1/bohr
V term (1, 0, 0): cos -0.20, sin 0.00 hartree
V term (0, 1, 0): cos -0.18, sin 0.00 hartree
V term (0, 0, 1): cos -0.16, sin 0.00 hartree
V term (1, -1, 0): cos 0.02, sin 0.00 hartree
V term (1, 1, 1): cos 0.00, sin 0.03 hartree
Spin-orbit strength lambda: 0.50 bohr^2
Vector-potential amplitude: 0.10 a.u.
Magnetic-field component amplitude: 0.06283 a.u.
Plane waves: 81; stored for a real orbital: 41
Complex numbers, Kramers pair: full 324, stored 162
Quadrature error of matrix element: 2.1e-17 hartree
Level: scalar / spin-orbit / forced real (hartree)
  1: -0.187371 / -0.187400 / -0.187380
  2: 0.050284 / 0.016248 / 0.035761
  3: 0.051988 / 0.066876 / 0.054164
  4: 0.068518 / 0.080652 / 0.078541
Forced-real errors, levels 1-4 (millihartree):
  0.020, 19.512, -12.712, -2.111
Largest error: level 2, 0.5310 eV
Smallest scalar reality R, levels 1-4: 1.000000
Smallest scalar R at k=b/2: 1.000000
Best pair reality s, pairs 1-4: 1.0000, 0.5437, 0.9910, 0.7875
Direct search for pair 2: 0.5437
Largest Kramers gap at Gamma: 2.0e-15 hartree
Largest split at k=(0.2,0.1,0)b: 6.8517 millihartree
Quaternion violation, A=0: 1.6e-17 hartree
Quaternion violation, with A: 0.1295 hartree
Lanczos size: 81 instead of 162
Lanczos level error: 8.9e-16 hartree
Planar case: s = 1.000000, explicit R = 1.000000
Scalar R with A, levels 1-4: 0.9920, 0.0775, 0.8363, 0.2235
Level with A: true / forced real (hartree)
  1: -0.183036 / -0.181024
  2: 0.025407 / 0.058220
  3: 0.062959 / 0.059907
  4: 0.088864 / 0.076374
Lowest Kramers pair split by A: 70.021 millihartree
Gauge amplitude chi0: 0.30 rad; plane waves: 257
Gauge-induced level change: 7.2e-06 hartree
Pure gauge R: raw 0.9271, phase removed 1.000000
Uniform A in inversion test: 0.12566 a.u.
Even V: coefficient reality 1.000000, orbital R 0.4084
```
